# Two-temperature coupling constant from Langevin drag on atoms

## The decision that hangs on the result

A molecular-dynamics run of a collision cascade in a metal needs two inputs for the electrons: a drag coefficient $\gamma$ for the atoms, and a coupling constant $g$ for the heat equation that gives the electron temperature. They look like two free settings, but they are one. If $g$ does not match $\gamma$, the heat that the atoms lose differs from the heat that the electrons receive, and the simulation creates or destroys energy. The matching value is

$$g=\frac{3nk\gamma}{m},$$

where $n$ is the number of atoms per volume, $m$ the atomic mass and $k$ the Boltzmann constant.

## Model and conventions

Each atom obeys

$$m\,\frac{d\mathbf v}{dt}=\mathbf F-\gamma\mathbf v+\boldsymbol\eta(t).$$

The force $\mathbf F$ comes from a potential $V$ of all atomic positions that does not depend explicitly on time. The drag force is $-\gamma\mathbf v$, so $\gamma$ is a mass per time, and the damping rate is $\gamma/m$. Some codes call this rate the friction; $g$ is then $3nk$ times their number.

The random force $\boldsymbol\eta$ is white, with zero mean, independent for different atoms and axes, and of strength $B$:

$$\langle\eta_i(t)\eta_j(t')\rangle=B\,\delta_{ij}\,\delta(t-t').$$

During a short time $dt$ it changes the velocity by $\sqrt B\,d\mathbf W/m$. The components of $d\mathbf W$ have zero mean and variance $dt$, and do not depend on the velocity before the kick.

The atomic temperature $T_a$ is defined by the mean kinetic energy in the frame in which the electrons are at rest:

$$\tfrac12 m\langle v^2\rangle=\tfrac32kT_a .$$

This is a definition and does not require a Maxwell distribution.

## Part 1: the strength of the noise

Take a uniform electron temperature $T_e$ first. Atoms left alone with these electrons must come to equilibrium at $T_e$, and this fixes $B$.

For a free atom, one velocity component changes by $dv_i=-(\gamma/m)v_i\,dt+(\sqrt B/m)\,dW_i$. Its square changes by $2v_i\,dv_i+(dv_i)^2$. The second term must be kept, because $(dW_i)^2$ has mean $dt$, which is of first order. The mean of $v_i\,dW_i$ is zero. Hence

$$\frac{d\langle v_i^2\rangle}{dt}=-\frac{2\gamma}{m}\langle v_i^2\rangle+\frac{B}{m^2}.$$

Setting the left side to zero and $\langle v_i^2\rangle=kT_e/m$ gives

$$B=2\gamma kT_e .$$

Forces between the atoms do not alter this. The probability density $f$ of positions and velocities obeys the Fokker–Planck equation. Written for one atom, with the other atoms adding terms of the same form, it is

$$\frac{\partial f}{\partial t}=-\mathbf v\cdot\nabla f-\frac{\mathbf F}{m}\cdot\nabla_v f+\nabla_v\cdot\left[\frac{\gamma}{m}\mathbf v f+\frac{B}{2m^2}\nabla_v f\right].$$

Insert $f\propto\exp[-(mv^2/2+V)/kT_e]$. Since $\nabla f=\mathbf F f/kT_e$ and $\nabla_v f=-m\mathbf v f/kT_e$, the first two terms are $-\mathbf v\cdot\mathbf F f/kT_e$ and $+\mathbf F\cdot\mathbf v f/kT_e$, and they cancel. The bracket becomes $\mathbf v f\,[\gamma/m-B/(2mkT_e)]$, which vanishes for the same $B$.

When $T_e$ varies in space, the model assumes that each atom feels the noise belonging to $T_e$ at its own position. This is an assumption of local equilibrium among the electrons. It brings no ambiguity of stochastic calculus: the noise strength depends on position, while the kick changes the velocity and leaves the position unchanged at that instant.

## Part 2: the energy given to the atoms

The kinetic energy of one atom changes during $dt$ by

$$d\left(\tfrac12mv^2\right)=m\mathbf v\cdot d\mathbf v+\tfrac12m\,d\mathbf v\cdot d\mathbf v .$$

The first term is

$$m\mathbf v\cdot d\mathbf v=\mathbf F\cdot\mathbf v\,dt-\gamma v^2dt+\sqrt B\,\mathbf v\cdot d\mathbf W ,$$

and its last part averages to zero. In the second term only the square of the kick is of first order in $dt$. Three axes contribute, so its mean is

$$\frac m2\cdot\frac{B}{m^2}\cdot3\,dt=\frac{3B}{2m}dt=\frac{3\gamma kT_e}{m}dt .$$

The potential energy changes by $dV=-\sum\mathbf F\cdot\mathbf v\,dt$, summed over all atoms. This cancels the work of the forces in the total energy $E$ of $N$ atoms. With $T_e$ the same for all of them,

$$\frac{d\langle E\rangle}{dt}=N\left(\frac{3\gamma kT_e}{m}-\gamma\langle v^2\rangle\right).$$

For a single cell of a larger crystal, the forces also carry energy across the cell walls. That is energy transport by the atoms, as heat or as mechanical work; the electronic terms keep their form.

Now insert $\langle v^2\rangle=3kT_a/m$, sum over the atoms in a cell of uniform $T_e$, and divide by its volume. The power density from electrons to atoms is

$$p=n\left(\frac{3\gamma kT_e}{m}-\frac{3\gamma kT_a}{m}\right)=\frac{3nk\gamma}{m}(T_e-T_a)=g\,(T_e-T_a).$$

The factor 3 counts the axes. There is no factor $1/2$, because the drag power is $\gamma v^2$, twice $\gamma/m$ times the kinetic energy. If several species share one $T_a$, the same sum gives $g=3k\sum_s n_s\gamma_s/m_s$.

What the atoms gain the electrons lose. With electron heat capacity $C_e$ per volume and conductivity $\kappa$,

$$C_e\frac{\partial T_e}{\partial t}=\nabla\cdot(\kappa\nabla T_e)-g\,(T_e-T_a).$$

The exchange was tested in a simulation of independent atoms in an anharmonic well, in units with $k=1$ and $m=2$. The electrons were at $T_e=3$ on one side and at $0.5$ on the other, and all atoms started with one common speed, which is far from a Maxwell distribution. The heat exchanged on the hot side, divided by the number of all atoms in the sample (about half of them are on each side), was $0.558$, against $0.571$ from the formula, with a standard error of $0.006$. On the cold side it was $-0.126$ against $-0.124$, with a standard error of $0.002$. The deviations are 2.4 and 1.3 standard errors, within the limit of 4.5 set for the test. The test therefore confirms the law to about two per cent, and would expose a wrong factor of 2 or 3.

## Means, fluctuations and drift

The law holds for means. The dropped term $\sqrt B\,\mathbf v\cdot d\mathbf W$ has variance $B\langle v^2\rangle dt=6\gamma k^2T_eT_a\,dt/m$ per atom. For $N_c$ atoms in a cell during a time $t$, with both temperatures held fixed, the ratio of this random heat to the mean heat is

$$\frac{\sqrt{6N_c\gamma k^2T_eT_at/m}}{3N_c\gamma k|T_e-T_a|t/m}=\frac{\sqrt{2T_eT_a/3}}{|T_e-T_a|\sqrt{N_c\gamma t/m}} .$$

Small cells and short times are therefore noisy. This ratio counts only the dropped term. The drag power fluctuates as well and partly undoes the kicks, so the formula describes the scatter of the total heat only for $t$ short compared with $m/\gamma$, and overstates it later. To keep the exchange balanced in every step, a code should take from the electrons the actual change of the atoms' kinetic energy caused by drag and noise, not its mean. If this change is computed as impulse times velocity, the velocity must be the average of the values before and after the kick. The value before the kick alone misses the heating term, whose mean is $3B\,dt/(2m)$ per atom.

Suppose next that a cell moves with mean velocity $\mathbf u$, and that its thermal temperature $T_{th}$ is measured relative to that motion. Then $\langle v^2\rangle=u^2+3kT_{th}/m$, and the power density becomes

$$p=g\,(T_e-T_{th})-n\gamma u^2 .$$

The extra term is the drag loss of the common motion relative to the electrons, which the model holds at rest; a real crystal moving as a whole carries its electrons along and feels no such drag. It is already inside $T_a$ as defined above, so it must be written out when $T_{th}$ is used and left out when $T_a$ is used.

## How fast the temperatures meet

The relaxation rate depends on where the atoms store energy. In a weakly damped harmonic solid, kinetic and potential energy are equal when averaged over the vibrations, so the heat capacity is $C_l=3nk$. With $T_e$ held fixed,

$$3nk\frac{dT_a}{dt}=g(T_e-T_a)\quad\Rightarrow\quad\text{rate}=\frac{g}{3nk}=\frac{\gamma}{m}.$$

Free atoms have only kinetic energy and a heat capacity $3nk/2$, so their rate is $2\gamma/m$. The coupling $g$ is the same in both cases.

If the electrons have a constant, finite $C_e$ and no heat is conducted away, then $dT_a/dt=g(T_e-T_a)/C_l$ and $dT_e/dt=-g(T_e-T_a)/C_e$. Subtracting,

$$\frac{d(T_e-T_a)}{dt}=-g\left(\frac1{C_e}+\frac1{C_l}\right)(T_e-T_a).$$

In a real metal $C_e$ grows roughly in proportion to $T_e$, so this exponential law applies only while $T_e$ changes by a small fraction of itself.

These laws were tested on six atoms moving along a line. After a time $m/\gamma$ with $T_e$ fixed, the harmonic chain kept $0.3679$ of its excess energy, and free atoms kept $0.1353$; the laws give $e^{-1}=0.3679$ and $e^{-2}=0.1353$. With $C_e=C_l/2$ the gap should close at $3\gamma/m$. After $0.4\,m/\gamma$ the remaining fraction was $0.3011$, against $e^{-1.2}=0.3012$.

A cascade also spreads its heat among more and more atoms. In a weakly damped harmonic solid with $T_e$ fixed and uniform, this does not change the total loss once it is averaged over the vibrations. The mean kinetic energy is then $E/2$, so the drag power is $(2\gamma/m)(E/2)$, and

$$\frac{dE}{dt}=-\frac{\gamma}{m}E+\frac{3N\gamma kT_e}{m}=-\frac{\gamma}{m}\,(E-3NkT_e).$$

Only the total excess $E-3NkT_e$ enters. This rests on the model giving every vibration the same damping $\gamma/m$. In a real metal long-wave sound is damped by the electrons much more slowly than short-wave vibrations, so energy that leaves a cascade as a pressure wave is lost more slowly than this law says. A chain in which one atom was hot at the start kept $0.3676$ of its excess after $m/\gamma$, close to $e^{-1}$.

## Worked example: a 10 keV heat spike in copper

The material inputs are rough typical values: lattice constant $0.361$ nm, damping time $m/\gamma=35$ ps, and a surrounding crystal at $300$ K. The energy is taken as already shared out as heat in a sphere of radius $3$ nm. The cubic cell holds four atoms, so $n=4/(0.361\ \text{nm})^3=85.0\ \text{nm}^{-3}$. Then

$$\gamma=\frac{63.55\ \text{u}}{35\ \text{ps}}=1.82\ \text{u/ps},$$

$$g=\frac{3nk}{m/\gamma}=\frac{3.52\times10^{6}\ \text{J/(m}^3\text{K)}}{35\times10^{-12}\ \text{s}}=1.0\times10^{17}\ \text{W/(m}^3\text{K)}.$$

In units suited to a simulation cell this is $6.3\times10^{-4}$ eV/(ps nm³ K).

The sphere has a volume of $113$ nm³ and holds about 9600 atoms, so each receives $1.04$ eV. Dividing by $3k$ gives a rise of about $4020$ K, to $4320$ K. With the electrons at ambient temperature, the initial power is

$$\frac{10\ \text{keV}}{35\ \text{ps}}=286\ \text{eV/ps},$$

and the energy passed on in $5$ ps is $10\ \text{keV}\times(1-e^{-5/35})=1.33$ keV. In this model most of the spike's heat is still in the lattice after $5$ ps.

## Do the electrons stay cold?

The heating density is $q=g\times4023\ \text{K}=4.05\times10^{20}$ W/m³. If heat diffuses, the steady flow through a sphere of radius $r$ equals the power released inside it. Inside the spike, $-\kappa_{in}\,dT_e/dr=qr/3$; outside, $-\kappa_{out}\,dT_e/dr=qR^3/(3r^2)$. Integrating from the centre to infinity,

$$\Delta T_e=\frac{qR^2}{6\kappa_{in}}+\frac{qR^2}{3\kappa_{out}} .$$

With a rough $400$ W/(m K) everywhere this is $4.6$ K. If the electron mean free path in the spike falls as $1/T_a$, then $\kappa_{in}=400\times300/4323=27.8$ W/(m K), and the rise is $25$ K.

Diffusion is itself doubtful here. A free-electron estimate with one electron per atom gives $C_e=2.12\times10^4$ J/(m³ K) at $300$ K and a Fermi speed $v_F=1.575\times10^6$ m/s. From $\kappa=C_ev_F\ell/3$ the mean free path $\ell$ is $36$ nm in the cold crystal and $2.5$ nm in the spike. The first is far longer than the spike radius and the second is comparable with it, so a local $T_e$ is poorly defined on this scale.

Consider therefore the opposite limit, electrons that fly out without collisions. A shell of radius $r$ releases the power $4\pi r^2q\,dr$. At the centre this adds an energy density equal to that power divided by $4\pi r^2v_F$, which is $q\,dr/v_F$. The sum over shells gives

$$\Delta T_e=\frac{qR}{C_ev_F}=36\ \text{K},$$

read as an equivalent temperature. The two limits do not bracket the real case. With a mean free path of $2.5$ nm in the spike, the finite speed and the scattering both hold the energy back, and their effects roughly add. Adding the ballistic value and the larger diffusive value gives a rough estimate of $61$ K. For these mean free paths it errs on the high side: the plain sum overcounts by about a tenth, and $C_e$, held here at its $300$ K value, grows with $T_e$. This is about $1.5$ per cent of the lattice rise, so cold electrons are a fair assumption for the energy loss, even where a local $T_e$ is not.

## Where the real case departs from the model

**Fast recoils.** The drag that describes slow thermal motion is not the stopping of a keV atom. In atomic units, the Lindhard–Scharff formula for copper in copper ($Z=29$) gives the drag coefficient $\gamma_s=8\pi nZ^{7/6}/2^{3/2}$, and a damping time $m/\gamma_s=0.49$ ps. This rough estimate is 71 times stronger than the thermal drag. Put into $g$, it would make the coupling 71 times too large. If the electrons stayed cold, the excess heat of the spike would then decay with a time constant of about half a picosecond. If $\gamma_s$ is added for atoms above a chosen speed, without matching noise, its power $\gamma_sv^2$ per fast atom goes into the electron equation as a separate positive source, and $g$ keeps the thermal $\gamma$.

**Lattice energy.** Melting takes roughly $0.14$ eV per atom, or $13$ per cent of the spike energy. If all the atoms in the sphere melt, with the other inputs held fixed, the temperature rise and the initial power fall by about that share. This assumes a fixed volume; if the liquid can expand, its heat capacity is nearer $4k$ than $3k$ per atom and the fall is larger. At $300$ K, a Debye solid with a Debye temperature of $340$ K has $0.94$ of the classical heat capacity, so $3nk$ slightly overestimates the heat capacity of the surroundings.

**Electronic structure.** The copper d band lies roughly $2$ eV below the Fermi level, which is 69 times $kT_e$ for the ballistic estimate of $T_e$ and still more than 60 times for the combined one, so its thermal excitation is negligible. If the electrons themselves were at $4320$ K the ratio would be about 5, and a constant $g$ and a free-electron $C_e$ would need checking.

**Shape and material.** A $10$ keV cascade is irregular, and it begins with fast collisions rather than a uniform hot sphere; the temperature rise of the spike depends on the chosen radius as $1/R^3$. The value of $g$ is of the usual order for copper because the damping time was chosen as typical, so it is no independent prediction. In pure silicon the gap leaves few mobile carriers at ambient temperature. The carrier density then needs its own equation, and the copper numbers do not carry over.

The numerical output below lists the main inputs and results.

## Values computed for the example and the checks

```
MODEL TESTS (k = 1, m = 2)
hot cell heat per atom, simulated: 0.5576 model units
hot cell heat per atom, formula: 0.5711 model units
hot cell standard error: 0.0056 model units
cold cell heat per atom, simulated: -0.1264 model units
cold cell heat per atom, formula: -0.1237 model units
cold cell standard error: 0.0021 model units
solid, excess left after m/gamma: 0.3679 (no unit)
free atoms, excess left after m/gamma: 0.1353 (no unit)
finite Ce, gap left after 0.4 m/gamma: 0.3011 (no unit)
one hot atom, excess left after m/gamma: 0.3676 (no unit)
exp(-1), exp(-2), exp(-1.2): 0.3679, 0.1353, 0.3012 (no unit)
COPPER, INPUTS (rough typical values)
lattice constant: 0.361 nm
atomic mass: 63.55 u
damping time m/gamma: 35 ps
ambient temperature: 300 K
spike energy: 10 keV
spike radius: 3 nm
thermal conductivity: 400 W/(m K)
Debye temperature: 340 K
d-band depth below Fermi level: 2 eV
heat of melting per atom: 0.14 eV
COPPER, RESULTS
atomic number density: 85.02 nm^-3
drag coefficient gamma: 1.816 u/ps
coupling constant g: 1.006e+17 W/(m^3 K)
the same g: 6.280e-04 eV/(ps nm^3 K)
lattice heat capacity 3nk: 3.522e+06 J/(m^3 K)
spike volume: 113.1 nm^3
atoms in spike: 9616
spike temperature rise: 4023 K
spike temperature: 4323 K
initial power to electrons: 286 eV/ps
energy to electrons in 5 ps: 1.33 keV
COPPER, NEGLECTED EFFECTS
Fermi energy, free electrons: 7.05 eV
Fermi speed: 1.575e+06 m/s
electron heat capacity at ambient: 2.124e+04 J/(m^3 K)
electron mean free path, cold lattice: 35.9 nm
electron mean free path, spike lattice: 2.5 nm
conductivity in hot zone: 27.8 W/(m K)
centre Te rise, diffusive, cold conductivity: 4.6 K
centre Te rise, diffusive, hot zone: 24.9 K
centre Te rise, ballistic: 36.3 K
damping time from electronic stopping: 0.49 ps
stopping drag / gamma: 71 (no unit)
Debye heat capacity / 3nk at ambient: 0.939 (no unit)
d-band depth / kTe at highest Te: 69 (no unit)
spike energy per atom: 1.04 eV
melting heat / spike energy: 0.13 (no unit)
```
